# Specific Resistance of a Low-Angle Tilt Boundary from Independent Dislocations

A 5° tilt boundary in a free-electron model of nickel is a row of dislocations 2.85 nm apart. The background mean free path of this single-channel model is 12.55 nm (in real nickel it depends on spin and may be shorter), so in the model an electron wave keeps its phase over several lines, and the row should act as a diffraction grating. Adding the lines as if each stood alone gives a specific resistance of $5.26\times10^{-13}\ \Omega\,\mathrm{cm^2}$. For a fixed distribution of incident electrons, including all multiple scattering between the lines changes this by less than 1 %; at 10° and 20° the change is at most 2 %, but at angles between these two it reaches 5–8 %, depending on the sign of the scattering phase shift. Reflection at the boundary also alters that distribution, a separate correction that may reach several per cent and is not computed here. The theorem below gives the additive law. Proposition 1 treats the grating, and the argument after it shows why interference is weak to first order.

## Setting and theorem

The boundary is the plane $x=0$. It contains straight edge dislocations along $z$, at $y=lD$ with integer $l$. Their Burgers vector, of length $b$, points along $x$, the boundary normal. The misorientation $\theta$ is in radians. Current of density $j$ flows along $x$, carried by free electrons of density $n$, mass $m$ and charge $-e$; forces and fields are given as magnitudes.

The **specific resistance** $\gamma$ is the extra electrochemical voltage across the boundary divided by $j$. Its unit is $\Omega\,\mathrm{m^2}$. If isolated parallel lines of density $N$ (length per volume) add a resistivity $Nr_\perp$ for current along their Burgers vector, then $r_\perp$ is the resistivity per unit dislocation density, in $\Omega\,\mathrm{m^3}$.

Assumptions:

1. $\theta$ is small and the dislocation cores do not overlap.
2. The background relaxes electron momentum at a single rate $1/\tau_0$.
3. Each line receives the electrons it would receive if isolated: a Fermi sphere displaced by the current. This is the leading order in the boundary's reflection.
4. Scattering from different lines adds without interference.

**Theorem.** Under these assumptions
$$\gamma=\frac{r_\perp}{D}=\frac{\theta}{b}\,r_\perp .$$
If only the value $r_{\rm iso}$ for randomly oriented lines is known, and scattering is isotropic about each line, then $r_\perp=\tfrac32 r_{\rm iso}$ and $\gamma=\tfrac32(\theta/b)\,r_{\rm iso}$.

## Lemma 1: spacing of the lines

**Lemma 1.** $D=b/[2\sin(\theta/2)]\approx b/\theta$.

*Proof.* Take a segment of length $H$ in the boundary. Turning it by $+\theta/2$ with one grain and by $-\theta/2$ with the other separates its ends by $2H\sin(\theta/2)$. This mismatch is made up by $H/D$ dislocations, each supplying $b$. Hence $Hb/D=2H\sin(\theta/2)$. For small angles $2\sin(\theta/2)\approx\theta$. ∎

At 5° the small-angle form changes $D$ by 0.03 %.

## Lemma 2 and proof of the law

**Lemma 2.** A current density $j$ along $x$ exerts on an isolated line a force per length $F=ne\,r_\perp j$.

*Proof.* Let the drift velocity be $v=j/(ne)$. In a steady state the field's force per volume balances the momentum lost to the background and to the lines:
$$neE=\frac{mnv}{\tau_0}+NF .$$
Dividing by $ne$ gives $E=\rho_0j+NF/(ne)$, with $\rho_0=m/(ne^2\tau_0)$. By definition $E=(\rho_0+Nr_\perp)j$. Comparing the two gives $F=ne\,r_\perp j$. ∎

*Proof of the theorem.* Consider a slab $-X<x<X$ of area $A$, with $X$ several mean free paths. At its faces the electrons again form displaced Fermi spheres. The only difference in momentum flux between the faces is then the pressure difference $n\,\Delta\mu$ from a change of chemical potential, which the electrochemical voltage $\Delta V$ already includes. The area $A$ contains a length $A/D$ of dislocation, so
$$ne\,\Delta V\,A=\frac{mj}{e\tau_0}\,2XA+\frac{A}{D}F .$$
The background term depends on $j$ alone, because the relaxation rate is the same for all electrons. Dividing by $neA$ and using Lemma 2,
$$\Delta V=2X\rho_0 j+\frac{r_\perp}{D}\,j .$$
The second term is the extra voltage, so $\gamma=r_\perp/D$. Lemma 1 gives the form with $\theta/b$.

For random lines, let a line make an angle $\chi$ with the current. Translation symmetry conserves momentum along the line, so no force acts in that direction. Only the perpendicular current $j\sin\chi$ exerts a force, $ne\,r_\perp j\sin\chi$, whose component along the current is $ne\,r_\perp j\sin^2\chi$. Over random directions $\langle\cos^2\chi\rangle=1/3$, hence $\langle\sin^2\chi\rangle=2/3$ and $r_{\rm iso}=\tfrac23r_\perp$. ∎

**Remark (anisotropic cores).** An edge dislocation need not scatter isotropically about its line. Let $r_{xx}$ apply to current along $b$ and $r_{yy}$ to current normal to the glide plane. The random average is one third of the trace, $r_{\rm iso}=(r_{xx}+r_{yy})/3$, while the boundary needs $r_{xx}$. The factor $3/2$ then becomes $3r_{xx}/(r_{xx}+r_{yy})$, which lies between 0 and 3.

**Remark (many boundaries).** Parallel boundaries at spacing $L$ add $\Delta\rho=\gamma/L=r_\perp/(DL)$. Since $1/(DL)$ is their mean dislocation density, gathering lines that already have this orientation to the current into weak walls leaves their total resistivity unchanged at this order. Compared with the same density of randomly oriented lines, the walls' resistivity is higher by the factor $r_\perp/r_{\rm iso}$.

## The nickel example

The inputs are values chosen for the example; $r_{\rm iso}$ in particular is assumed, not a measured value for nickel: lattice constant $a=0.352$ nm, $r_{\rm iso}=1.0\times10^{-19}\ \Omega\,\mathrm{cm^3}$ and background resistivity $7\ \mu\Omega\,\mathrm{cm}$. The fcc Burgers vector is $b=a/\sqrt2=0.2489$ nm. For $\theta=5°=0.08727$,
$$D=\frac{0.2489}{0.08727}=2.85\ \mathrm{nm},\qquad \frac{\theta}{b}=3.506\times10^{6}\ \mathrm{cm^{-1}}.$$
With $r_\perp=1.5\times10^{-19}\ \Omega\,\mathrm{cm^3}$,
$$\gamma=3.506\times10^{6}\times1.5\times10^{-19}=5.26\times10^{-13}\ \Omega\,\mathrm{cm^2},$$
or $5.26\times10^{-17}\ \Omega\,\mathrm{m^2}$. Inserting $r_{\rm iso}$ directly would give $3.51\times10^{-13}\ \Omega\,\mathrm{cm^2}$, one third too low.

For boundaries 30 nm apart, $\Delta\rho=5.26\times10^{-13}/(3\times10^{-6})\ \Omega\,\mathrm{cm}=0.175\ \mu\Omega\,\mathrm{cm}$, or 2.5 % of the background. This spacing is only 2.4 mean free paths, at the edge of the several mean free paths assumed in the proof.

## Lemma 3: a microscopic line

Testing assumption 4 requires a scattering model. Let each line scatter only the cylindrical s-wave, with the same phase shift $\delta$ for all electrons. Write $k$ for the wavenumber perpendicular to the line.

**Lemma 3.** In this model $r_\perp=4\hbar\sin^2\delta/(ne^2)$.

*Proof.* The s-wave part of a plane wave is $J_0=\tfrac12(H_0^{(1)}+H_0^{(2)})$. Scattering multiplies the outgoing part $H_0^{(1)}$ by $e^{2i\delta}$, which adds
$$\tfrac12(e^{2i\delta}-1)H_0^{(1)}(kr)=ie^{i\delta}\sin\delta\,H_0^{(1)}(kr).$$
Far away $|H_0^{(1)}|^2\to2/(\pi kr)$. The flux through a circle $2\pi r$ gives the scattering width $\Lambda=4\sin^2\delta/k$. The collision rate per line density is $w=(\hbar k/m)\Lambda=4\hbar\sin^2\delta/m$, the same for all electrons. An isotropic collision removes the perpendicular momentum on average, so the force per volume is $Nw\,mnv=Nwmj/e$. Hence $F=wmj/e$, and Lemma 2 gives $r_\perp=mw/(ne^2)$. ∎

With 0.6 mobile electrons per atom, a rough choice, $n=5.50\times10^{22}\ \mathrm{cm^{-3}}$ and $k_F=11.8\ \mathrm{nm^{-1}}$. The s-wave upper limit $4\hbar/(ne^2)$ is $2.99\times10^{-19}\ \Omega\,\mathrm{cm^3}$. The chosen $r_\perp$ therefore needs $\sin^2\delta=0.50$, which is strong scattering, so the Born approximation would not do. This fixes only $|\sin\delta|$; the numbers below use $\delta=+45°$ unless stated otherwise.

## Proposition 1: the coherent wall

Background scattering between the lines is left out here. Let $G(r)=-\tfrac i4H_0^{(1)}(kr)$, which obeys $(\nabla^2+k^2)G=\delta^2(\mathbf r)$. By Lemma 3 a line in a unit field emits $tG$ with $t=-4e^{i\delta}\sin\delta$.

**Proposition 1.** For an incident electron with components $k_x>0$ and $q$ in the plane perpendicular to the lines, define
$$\frac1{t_{\rm eff}}=\frac1t-S,\qquad S=\sum_{l\ne0}G(|l|D)e^{iqlD}.$$
The periodic wall takes from it the mean momentum $\hbar|\mathrm{Im}\,t_{\rm eff}|/D$. For a displaced Fermi sphere,
$$\gamma_{\rm coh}=\frac{r_\perp}{D}\;\frac{\langle k_x^2|\mathrm{Im}\,t_{\rm eff}|\rangle}{\langle k_x^2\rangle\,4\sin^2\delta},$$
where the brackets average over the Fermi sphere.

*Proof.* The field exciting line $l$ is $Be^{iqlD}$. It consists of the incident wave and the waves from all other lines, so $B=1+tSB$. The emission strength is $t_{\rm eff}=tB=t/(1-tS)$.

The emitted waves have the source $\delta(x)\sum_l\delta(y-lD)e^{iqlD}=\delta(x)D^{-1}\sum_\nu e^{iq_\nu y}$, with $q_\nu=q+2\pi\nu/D$. Each order obeys $g_\nu''+\kappa_\nu^2g_\nu=\delta(x)/D$, where $\kappa_\nu=\sqrt{k^2-q_\nu^2}$. The outgoing solution is $g_\nu=Ce^{i\kappa_\nu|x|}$. Its slope jumps by $2i\kappa_\nu C=1/D$, so $C=-i/(2D\kappa_\nu)$. The wall thus sends the amplitude $a_\nu=-it_{\rm eff}/(2D\kappa_\nu)$ to both sides, and the incident wave adds 1 to the forward order $\nu=0$.

Order $\nu$ carries the flux fraction $|{\rm amplitude}|^2\kappa_\nu/k_x$ and the momentum $\pm\hbar\kappa_\nu$. In the net outgoing momentum the two sides cancel for $\nu\neq0$. The loss is
$$\hbar k_x\left(1-|1+a_0|^2+|a_0|^2\right)=-2\hbar k_x\,\mathrm{Re}\,a_0=-\frac{\hbar}{D}\mathrm{Im}\,t_{\rm eff}.$$

Now displace the Fermi sphere by $k_d$ along $x$. The layer of changed occupation has thickness $k_d|k_x|/k_F$. It is an excess for $k_x>0$ and a deficit for $k_x<0$, and both give a force in the same direction. With $2/(2\pi)^3=1/(4\pi^3)$ states per volume of $k$-space and speed $\hbar|k_x|/m$, the force per area is
$$f=\frac1{4\pi^3}\int k_F^2\,d\Omega\;\frac{k_d|k_x|}{k_F}\,\frac{\hbar|k_x|}{m}\,\frac{\hbar|\mathrm{Im}\,t_{\rm eff}|}{D}
=\frac{\hbar^2k_Fk_d}{\pi^2mD}\langle k_x^2|\mathrm{Im}\,t_{\rm eff}|\rangle .$$
Divide by $nej$ with $j=ne\hbar k_d/m$:
$$\gamma_{\rm coh}=\frac{\hbar k_F}{\pi^2n^2e^2D}\langle k_x^2|\mathrm{Im}\,t_{\rm eff}|\rangle .$$
Replacing one factor $n$ by $k_F^3/(3\pi^2)$ and using $\langle k_x^2\rangle=k_F^2/3$ turns the prefactor into $\hbar/(ne^2D\langle k_x^2\rangle)$. Lemma 3 then gives the stated ratio. ∎

**Interference to first order.** To first order $t_{\rm eff}\approx t+t^2S$, and each term of $S$ oscillates with $q$ as $e^{iqlD}$. At fixed $k$ the average over directions has the weight $k_x\,dq$, and
$$\int_{-k}^{k}\sqrt{k^2-q^2}\,e^{iqlD}dq=\frac{\pi k}{lD}J_1(klD).$$
Relative to the value $\pi k^2/2$ at $l=0$ this is $2J_1(u)/u$, with $u=klD$. Both $J_1$ and $G$ fall as $u^{-1/2}$, so the first-order correction falls as $(kD)^{-2}$. At 5°, $k_FD=33.6$.

The full average, with all multiple scattering, gives these ratios to the linear law at fixed $\delta$:

- 20°: 0.99
- 10°: 0.98
- 5°: 1.00
- 1.25°: 1.00

These values are for $\delta=+45°$. For $\delta=-45°$, which gives the same $r_\perp$, the ratio is within 2 % of 1 at 20° and within 0.3 % at the other three angles. The listed angles are samples, not bounds: between 3° and 8° the deviation stays at or below about 1 %, but near 18° the ratio is about 0.95 for $\delta=+45°$ and 1.08 for $\delta=-45°$. Only two decimals are given. The program keeps the diffraction orders $|\nu|\le M$, and the omitted ones would change $S$ by about $-(q^2+k^2/2)D^2/[2(2\pi)^3M^2]$. This shifts the ratios by up to about 0.2 %, so further printed digits have no meaning.

The approach to 1 is not monotonic. The second-order term $t^3S^2$ contains $2t^3\sum_{l>0}G(lD)^2$, the wave that goes from a line to another and back. It does not depend on $q$, so averaging over $q$ does not remove it, and its phase $e^{2iklD}$ lets its sign change with $D$. Its share in the listed values was not computed. At fixed $k$ each term of this sum falls only as $(kD)^{-1}$, more slowly than the first-order correction, so the first-order argument alone does not explain the listed ratios. The two contributions can partly cancel, so closeness to 1 at any single angle may be partly accidental. The ratios measure only the error from neglecting interference, not the whole error of the linear law. The ratios at 10° and 20° concern point scatterers and do not show that real cores remain separate there.

## A second limit: reservoirs close to the boundary

Assumption 3 fails if the boundary lies between equilibrium reservoirs nearer than a mean free path. The states arriving from one side are then filled to an energy higher by $eV$, equally in all directions.

**Proposition 2.** For independent s-wave lines and weak reflection, the extra resistance between such reservoirs is $\tfrac43\,r_\perp/D$.

*Proof.* Without the boundary, the occupied extra layer has thickness $eV/(\hbar v_F)$, with $v_F$ the Fermi speed. With $\vartheta$ the angle from $x$,
$$j=\frac{e}{4\pi^3}\int_{k_x>0}k_F^2\,d\Omega\,\frac{eV}{\hbar v_F}\,v_F\cos\vartheta=\frac{e^2k_F^2}{4\pi^2\hbar}V\equiv g_0V ,$$
because $\int\cos\vartheta\,d\Omega=\pi$ over the half sphere. Let $R$ be the reflected fraction. The wall emits equally to both sides, so flux conservation reads $1+2\,\mathrm{Re}\,a_0+2R=1$. Hence $R=-\mathrm{Re}\,a_0=|\mathrm{Im}\,t_{\rm eff}|/(2Dk_x)$, which is $2\sin^2\delta/(Dk_x)$ for independent lines. Its flux average is
$$\bar R=\frac1\pi\int_{k_x>0}R\cos\vartheta\,d\Omega=\frac{4\sin^2\delta}{k_FD}.$$
To first order the extra resistance is
$$\frac1{g_0(1-\bar R)}-\frac1{g_0}\approx\frac{\bar R}{g_0}=\frac{16\pi^2\hbar\sin^2\delta}{e^2k_F^3D}.$$
With $n=k_F^3/(3\pi^2)$, Lemma 3 gives $r_\perp/D=12\pi^2\hbar\sin^2\delta/(e^2k_F^3D)$. The ratio is $4/3$. ∎

The increase comes from grazing electrons, which a displaced sphere contains in smaller proportion. The formula for $R$ exceeds 1 at grazing incidence, where the lines cannot act independently. For the coherent wall, $\bar R$ is 5.6 % at 5° and 1.5 % at 1.25°. The first-order form $\bar R/g_0$ then gives 1.25 and 1.31 times $r_\perp/D$. Keeping the factor $1/(1-\bar R)$ from the proof raises both to 1.33. This closeness to $4/3$ is particular to $\delta=+45°$: for $\delta=-45°$, $\bar R$ is 6.0 % and 1.5 %, the first-order ratios are both 1.33, and with the factor they are 1.42 and 1.35.

In the diffusive case of the theorem, reflected electrons distort the incident distribution, which assumption 3 neglects. Relative to $\gamma$ this correction is of first order in the reflection, so at 5° it may reach several per cent, more than the interference correction. It was not computed.

## Strain fields

The long-range strain fields of the lines do overlap. For Poisson ratio $\nu_P$, isotropic elasticity gives a single edge dislocation the dilatation
$$\Delta=-\frac{b\eta}{2\pi}\frac{y}{x^2+y^2},\qquad \eta=\frac{1-2\nu_P}{1-\nu_P}.$$
For the wall, use $y/(x^2+y^2)=\mathrm{Re}\,(y+ix)^{-1}$ and $\sum_l(z-lD)^{-1}=(\pi/D)\cot(\pi z/D)$:
$$\Delta_{\rm wall}=-\frac{b\eta}{2D}\,\frac{\sin(2\pi y/D)}{\cosh(2\pi x/D)-\cos(2\pi y/D)} .$$
This decays over $D/2\pi$. At $x=D$, $y=D/4$ it is 5 % of the single-line value.

Strain scattering is therefore not additive, but it is weak here. In the Born approximation with a screened potential $\tfrac23E_F\Delta$, where $E_F$ is the Fermi energy, and $\nu_P=0.30$, an isolated line's strain field, taken without the core, would contribute 2.9 % of $r_\perp$. In the wall that contribution falls to 0.92 of its isolated value, which would change $\gamma$ by about 0.2 %. This estimate leaves out waves scattered by both the core and the strain field. Because the core scatters strongly, their effect can be of similar size, so the figure is only a guide to the order of magnitude.

## Nickel beside the model

The value of $r_{\rm iso}$ is assumed, and $\gamma$ is proportional to it; a prediction for real nickel needs a measured or computed value. The 30 nm spacing implies a dislocation density of $1.2\times10^{12}\ \mathrm{cm^{-2}}$, which is high even for deformed metal. Nickel also carries current in two spin channels. If their background resistivities differ by an assumed factor of 4, the channels carry fractions 0.8 and 0.2 of the current. Equal added resistivities in both channels then count with weight $2(0.8^2+0.2^2)=1.36$ relative to equal channels. The law survives if $r_\perp$ is taken in the same background as the boundary; otherwise $\gamma$ can be wrong by this factor, or by a different one if the added resistivities of the two channels are unequal. Finally, an isolated fcc dislocation splits into partials, here by about 1.7 nm for rough elastic inputs. In the wall, the partials of the other lines also act on each pair. At splitting $s$, with $\beta=\pi s/D$, they multiply the repulsion of the edge parts by $(\beta/\sinh\beta)^2$ and the attraction of the screw parts by $\beta\coth\beta$. At 5° this reduces the splitting to about 0.9 nm. It lies along the boundary normal, so it does not bring neighbouring lines together, but it makes the point scatterer a crude picture of the core. The theorem needs $r_\perp$ for a line split as it is in the wall; a value for isolated lines is an approximation. High-angle boundaries, whose cores merge, lie outside it.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Ni lattice constant, rough input: 0.352 nm
Burgers vector b: 0.2489 nm
tilt angle: 5.00 deg
tilt angle in radians: 0.08727
r_iso, rough input: 1.00e-19 ohm cm^3
mean momentum loss, random lines: 0.666667
r_perp: 1.500e-19 ohm cm^3
spacing D = b/theta: 2.8522 nm
spacing / b: 11.459
rotation jump / theta at x=3D: 0.999905
rotation jump / theta at x=D/2, y=0.3D: 0.970387
lines per boundary width theta/b: 3.5061e+06 cm^-1
gamma, linear law: 5.2591e-13 ohm cm^2
gamma, converted: 5.2591e-17 ohm m^2
gamma if r_iso is used uncorrected: 3.5061e-13 ohm cm^2
grain length, input: 30.0 nm
mean dislocation density: 1.1687e+12 cm^-2
added resistivity: 0.1753 micro-ohm cm
background, rough input: 7.00 micro-ohm cm
added / background: 2.504 %
mobile electrons per atom, rough input: 0.60
electron density: 5.5028e+22 cm^-3
Fermi wavenumber: 11.7671 nm^-1
kF*D: 33.562
s-wave upper limit of r_perp: 2.9863e-19 ohm cm^3
sin^2(delta): 0.5023
phase shift delta: 45.132 deg
coherent wall / linear law at 20.00 deg: 0.98997
coherent wall / linear law at 10.00 deg: 0.97970
coherent wall / linear law at 5.00 deg: 1.00027
coherent wall / linear law at 1.25 deg: 0.99910
coherent wall gamma at 5 deg: 5.2605e-13 ohm cm^2
mean reflection at 5 deg: 5.626 %
reservoir incidence / linear law, 5 deg: 1.2531
reservoir incidence / linear law, 1.25 deg: 1.3085
background mean free path: 12.550 nm
exact spacing / small-angle spacing: 1.000317
wall / single-line dilatation at x=D, y=D/4: 0.04987
Poisson ratio, rough input: 0.30
isolated strain scattering / r_perp: 2.904 %
strain scattering, wall / isolated: 0.9198
shear modulus, rough input: 76.0 GPa
stacking-fault energy, rough input: 120.0 mJ/m^2
partial splitting along boundary normal: 1.710 nm
assumed background spin-channel ratio: 4.0
resulting change factor of r_perp: 1.3600
```
